# Why a Symmetric Core Hole in N2 Relaxes Too Little

A calculation of the N2 1s ionization energy as a difference of two self-consistent energies forces a decision: should the orbitals of the ion keep the inversion symmetry of the molecule? With that symmetry imposed, Hartree-Fock gives 419.2 eV. With the hole allowed to settle on one atom, it gives 409.4 eV. The nuclei, the basis and the neutral energy are the same in both cases.

These notes separate the contributions to the 9.8 eV difference. The example is N2 at a bond length of 0.110 nm, with spin-unrestricted Hartree-Fock and the uncontracted s, p and d functions of the cc-pVTZ basis. Formulas are in atomic units and energies are quoted in eV. The values come from the numerical output below. They are quoted to three decimals so that the arithmetic can be followed, but they are not converged in the basis to that level. With the uncontracted s, p and d functions of cc-pVQZ, the localized and $g$-hole ionization energies fall by 0.05 and 0.04 eV, the relaxation energy of the localized hole rises by 0.08 eV, $R_{LL}$ and $R_+$ of section 4 rise by about 0.12 eV, and $R_{LR}$ changes from $-0.84$ to $-0.74$ eV, which moves the quadratic fraction from 47% to 48%. The lost part $R_-$ and the gap between the $g$ hole and the localized hole change by only about 0.01 eV.

## 1. Before relaxation: almost no difference

Let $g$ and $u$ be the real, normalized $1\sigma_g$ and $1\sigma_u$ orbitals of the neutral molecule, and define

$$L=\frac{g+u}{\sqrt2},\qquad R=\frac{g-u}{\sqrt2}.$$

With the sign of $u$ suitably chosen, $L$ sits on the left atom, with a weight of 0.9997 there.

For density matrices $P_\alpha,P_\beta$ the Hartree-Fock energy is

$$E[P]=E_{\rm nuc}+\sum_s{\rm tr}(hP_s)+\tfrac12\sum_s{\rm tr}(P_sG_s[P]),$$

$$G_s[P]=J[P_\alpha+P_\beta]-K[P_s],$$

where $J$ and $K$ are the Coulomb and exchange matrices, and the Fock matrix is $F_s=h+G_s[P]$. Remove a $\beta$ electron from an occupied orbital $c$, so that $P_\beta$ loses $D=cc^T$, and keep all orbitals frozen. Since $G$ is linear and symmetric, expanding the energy gives

$$E[P-D]=E_0-{\rm tr}(FD)+\tfrac12{\rm tr}\big(D(J[D]-K[D])\big).$$

The last term is $\frac12[(cc|cc)-(cc|cc)]=0$, so the frozen ionization energy is $-c^TFc$. Because $F_{gu}=0$ by symmetry,

$$I_L^{\rm frozen}=-F_{LL}=-\tfrac12(\epsilon_g+\epsilon_u)=\tfrac12(426.768+426.673)=426.72\ {\rm eV}.$$

Delocalizing the hole changes this by at most

$$t\equiv-F_{LR}=-\tfrac12(\epsilon_g-\epsilon_u)=\tfrac12(426.768-426.673)\approx0.048\ {\rm eV}.$$

The large difference must therefore arise when the other electrons respond.

## 2. What the other electrons feel

The density matrices of the two symmetric holes follow from $g=(L+R)/\sqrt2$ and $u=(L-R)/\sqrt2$:

$$D_{g,u}=\tfrac12(LL^T+RR^T)\pm\tfrac12(LR^T+RL^T).$$

The second part has a very small Coulomb field, because $L$ and $R$ hardly overlap in space. Its exchange field couples an occupied orbital $i$ to an empty orbital $a$ through integrals such as $(aL|Ri)$. The density $aL$ has no net charge, since $a$ is orthogonal to $L$, and $Ri$ lies near the other atom, so the coupling is weak.

What remains is the field of half a hole on each atom. This can be tested by removing half an electron from $L$ and half from $R$, so that the cross part is absent, and relaxing the orbitals with inversion symmetry kept. Define the relaxation energy as the frozen ion energy minus the relaxed one:

- $g$ hole: 7.496 eV
- $u$ hole: 7.512 eV
- two half charges: 7.503 eV

The half-charge ensemble does contain one energy that a true $g$ or $u$ hole lacks. With $D=\frac12(LL^T+RR^T)$, the terms of $\frac12{\rm tr}(DG[D])$ within $L$ and within $R$ cancel, and the two mixed terms give

$$\tfrac12\cdot\tfrac14\cdot2\,(J_{LR}-K_{LR})=\tfrac14(J_{LR}-K_{LR}).$$

This repulsion is present before and after relaxation and depends on the compact 1s orbitals, so it nearly cancels from the difference.

The half charges describe the average field in a single determinant. They do not mean that a measurement would find half a hole on an atom.

## 3. The quadratic relaxation energy

Scale the hole by a charge $q$ and let the orbitals rotate, mixing occupied $i$ with empty $a$ by small amounts $x_{ai}$ for each spin. To first order,

$$\delta P=\sum_{ai}x_{ai}(ai^T+ia^T).$$

Three terms matter at second order, counting $x$ as proportional to $q$.

First, the neutral energy has no linear term, because $F_{ai}=0$. The second-order change of $P$ moves population $x_{ai}^2$ from $i$ to $a$, at a cost of $\sum(\epsilon_a-\epsilon_i)x_{ai}^2$.

Second, the changed density interacts with itself:

$$\tfrac12\sum_s{\rm tr}(\delta P_sG_s[\delta P])=\sum x_{ai}(G[\delta P])_{ai}.$$

The factor $\frac12$ is cancelled by the two equal halves of $\delta P$.

Third, the term $-q\,{\rm tr}(FD)$ changes because $F$ changes. By the symmetry of $G$, this contributes

$$-q\,{\rm tr}(G[\delta P]D)=-q\,{\rm tr}(\delta P\,G[D])=2q\,v\cdot x,\qquad v_{ai}=-(G[D])_{ai}.$$

The change of the hole orbital itself enters at third order, because $F$ has no elements between the hole and the empty or valence orbitals. The one exception is the small coupling between $L$ and $R$, which is treated in section 5.

Collecting terms,

$$\Delta E(x)=2q\,v\cdot x+x\cdot Mx,\qquad (Mx)_{ai}=(\epsilon_a-\epsilon_i)x_{ai}+(G[\delta P])_{ai}.$$

The matrix $M$ is symmetric, and it is positive if the neutral solution is stable. Setting the derivative $2qv+2Mx$ to zero gives $x=-qM^{-1}v$. Substitution gives

$$\Delta E=-2q^2v\cdot M^{-1}v+q^2v\cdot M^{-1}v=-q^2\,v\cdot M^{-1}v,$$

so the relaxation energy is $q^2\,v\cdot M^{-1}v$. It is quadratic because a larger hole both pulls harder and displaces more charge.

## 4. Half from the squares, less from the cross term

For charges $q_L$ and $q_R$ on the two atoms, the force is $q_Lv_L+q_Rv_R$. Write $R_{AB}=v_A\cdot M^{-1}v_B$. Inversion makes $R_{RR}=R_{LL}$, hence

$$R(q_L,q_R)=R_{LL}(q_L^2+q_R^2)+2R_{LR}\,q_Lq_R.$$

The two cases of interest are

$$R(1,0)=R_{LL},\qquad R(\tfrac12,\tfrac12)=\tfrac12(R_{LL}+R_{LR}).$$

The squares alone supply the factor of one half: two atoms each give a quarter. The cross term corrects it. The computed response is $R_{LL}=16.315$ eV and $R_{LR}=-0.842$ eV, so

$$R(\tfrac12,\tfrac12)=8.158-0.421=7.737\ {\rm eV},$$

or 47% of $R_{LL}$.

The negative sign has a direct meaning. The displacement caused by a unit hole on the left is $x_L=-M^{-1}v_L$. Its energy in the field of a hole on the right is $2v_R\cdot x_L=-2R_{LR}=+1.68$ eV. The response to one hole is therefore unfavourable to the other, as expected if electrons are drawn away from the second atom. Charge flow is not the only contribution to this number: the exchange field of the hole acts on one spin only, so spin polarization also enters. Rotations equal for the two spins give $-0.62$ eV of $R_{LR}$, and rotations opposite for the two spins give $-0.22$ eV. In the fully relaxed localized ion, the dipole change is the same as if 0.58 electrons had moved the full bond length towards the ionized atom. The symmetric hole permits no such net shift.

Parity shows what is lost. Split $v_L=v_++v_-$ with $v_\pm=\frac12(v_L\pm v_R)$. Since $M$ belongs to the symmetric neutral molecule, it does not mix even and odd rotations, and $R_{LL}=R_++R_-$ with

$$R_\pm=v_\pm\cdot M^{-1}v_\pm=\tfrac14(2R_{LL}\pm2R_{LR})=\tfrac12(R_{LL}\pm R_{LR}).$$

The symmetric hole keeps $R_+=7.737$ eV and loses $R_-=8.579$ eV. The lost part contains the flow between the atoms, the odd part of the spin polarization, and also half of the local contraction: a contraction around one atom is an equal sum of an even and an odd pattern.

Two limits show how far "half" carries. If the atoms respond independently, $R_{LR}=0$ and the fraction is one half. If both holes exert the same force on the other electrons, $R_{LR}=R_{LL}$ and nothing is lost.

For a hole spread evenly over $n$ equivalent atoms, with the same cross term $R_{AB}$ for every pair and negligible cross parts in its density matrix,

$$R=\frac{1}{n^2}\big[nR_{AA}+n(n-1)R_{AB}\big]=\frac{R_{AA}+(n-1)R_{AB}}{n}.$$

For independent atoms the fraction falls to $1/n$.

## 5. Delocalization against relaxation

The hole need not be fully localized or fully symmetric. Take $c=\cos\theta\,L+\sin\theta\,R$. The frozen energy is

$$-c^TFc=-F_{LL}-2\sin\theta\cos\theta\,F_{LR}=I_L^{\rm frozen}+t\sin2\theta.$$

The charges are $q_L=\cos^2\theta$ and $q_R=\sin^2\theta$. Since $q_L+q_R=1$, we have $q_L^2+q_R^2=1-2q_Lq_R$, and $q_Lq_R=\frac14\sin^22\theta$. With the cross part of the hole's field neglected as in section 2,

$$R=R_{LL}-2q_Lq_R(R_{LL}-R_{LR})=R_{LL}-R_-\sin^22\theta.$$

With $y=\sin2\theta$, the ionization energy at this order is

$$I(y)=I_L^{\rm frozen}-R_{LL}+t\,y+R_-\,y^2,\qquad -1\le y\le1.$$

The symmetric holes are the end points, $y=1$ for $g$ and $y=-1$ for $u$. They are stationary in $\theta$, because $dy/d\theta=2\cos2\theta$ vanishes there. This is how a symmetric calculation can converge to a solution that lies high in energy.

The minimum is at $y=-t/(2R_-)$, provided that $|t|<2R_-$. Here $y\approx-0.048/17.16\approx-0.003$, so the hole is almost wholly on one atom.

The argument for localization fails when $|t|>2R_-$. The minimum then moves to an end point, and within this model the symmetric hole is the preferred one. A hole shared by strongly overlapping orbitals tends towards that regime, although the neglected cross part of the density matrix would then also need attention.

## 6. Beyond the quadratic law

Self-consistent calculations with a fractional hole on one atom give the following values of relaxation energy divided by $q^2$:

- $q=0.25$: 16.73 eV
- $q=0.50$: 17.03 eV
- $q=1.00$: 17.31 eV

A strictly quadratic law would give a constant. Linear extrapolation of the first two values to zero charge gives $2(16.725)-17.030=16.420$ eV, within 1% of the response value 16.315 eV. For the even part, the relaxation energy for small holes of 0.02 electron on each atom, scaled quadratically to half a charge on each, gives 7.728 eV, against 7.737 eV from the response.

At full charge the localized hole gains 17.308 eV, which is 0.993 eV more than the quadratic value. The symmetric mean is 7.504 eV, which is 0.233 eV less. The whole difference is then

$$17.308-7.504=8.579+0.993+0.233\approx9.80\ {\rm eV}.$$

The lost odd part supplies about seven eighths of it, and higher orders supply the rest. In terms of the fraction kept, independent atoms would give 50%, the cross term lowers this to 47%, and higher orders lower it to 43%.

## 7. Symmetry without the loss

A localized determinant does not have the symmetry of the molecule, but this does not make the symmetric value the better one. The frozen state with a hole in $g$ has $u$ occupied in the $\beta$ spin. A determinant is linear in each orbital, so

$$|\ldots u\rangle=\frac{|\ldots L\rangle-|\ldots R\rangle}{\sqrt2}.$$

This is already a superposition of a hole on the right and a hole on the left. The restriction is that both terms share the same remaining orbitals. Relaxing this single determinant can adapt them only to the average hole.

Now let $\Phi_L$ be the relaxed determinant with its hole on the left and $\Phi_R$ its mirror image. With real overlap $S_{LR}$ and Hamiltonian element $H_{LR}$, the states $\Phi_L\pm\Phi_R$ have definite parity. Their squared norm is $2(1\pm S_{LR})$, and their Hamiltonian expectation before normalization is $2(H_{LL}\pm H_{LR})$, because $H_{RR}=H_{LL}$. Therefore

$$E_\pm=\frac{H_{LL}\pm H_{LR}}{1\pm S_{LR}}.$$

The resulting ionization energies are 409.39 and 409.43 eV, on either side of the localized value of 409.41 eV (15.0456 hartree). Inversion symmetry is restored and the relaxation is retained, because each position of the hole carries its own response. This correlation between the hole's position and the other electrons is what the symmetric determinant lacks.

The symmetric calculation overestimates the ionization energy in this sense: its mean of 419.22 eV lies 9.80 eV above the mean of the two restored states. It is a computed comparison and not a variational bound, since a core-hole state is not the lowest state of the ion.

## 8. Spin, correlation and the real molecule

The localized ion has $\langle S^2\rangle=1.185$, whereas a pure doublet has 0.75. The next possible spin, a quartet, has 3.75, so states of higher spin carry a total weight of at most $(1.185-0.75)/3\approx0.15$. This is substantial. The restored states recover inversion symmetry but not pure spin, and spin projection of these states has not been computed. Spin-restricted open-shell Hartree-Fock, which gives pure doublets, indicates the size of the effect: it gives 410.15 eV for the localized hole and 419.52 eV for the $g$ hole, a gap of 9.37 eV against 9.86 eV for the same pair without the spin restriction. About 0.5 eV of the difference therefore depends on letting the two spins relax differently, and more than 9 eV does not. The quadratic value $R_-=8.58$ eV is computed from the closed-shell neutral molecule, but it is not free of spin polarization: the exchange part of $G[D]$ acts only on the $\beta$ electrons, so the two spins respond differently.

The measured 1s ionization energy of N2 is roughly 410 eV, and the chosen bond length is close to that of the real molecule. For the localized hole, scalar relativity raises the computed value by 0.20 eV. A second-order estimate of correlation raises it by 1.6 eV, which together gives about 411.2 eV. That estimate starts from the spin-contaminated determinant and leaves out excitations into the core hole, so it indicates a size and is not a final correction. Vibrations, the finite lifetime of the hole and the remaining basis error are also omitted. Both computed shifts are well below 9.8 eV.

The choice carries over directly to electron spectra. At fixed photon energy, the symmetric value makes the predicted kinetic energy of the 1s photoelectron 9.8 eV too low relative to the restored result. If the energy of the final two-hole state is held fixed, it makes the predicted kinetic energy of the Auger electron too high by the same amount. For N2, the calculation should therefore let the hole localize, and combine the two mirror-image determinants when a state of definite parity is needed. The 0.04 eV between the two restored states should not be read as a prediction of the $g$-$u$ splitting, because the determinants are spin-contaminated and correlation is left out.

## Numbers as computed

```
N2 bond length: 0.110 nm
number of basis functions: 70
neutral HF energy: -108.979953 hartree
weight of L on its own atom: 0.99972
frozen ionization energy, 1sigma_g: 426.768 eV
frozen ionization energy, 1sigma_u: 426.673 eV
frozen ionization energy, localized: 426.721 eV
relaxed ionization energy, symmetric g hole: 419.272 eV
relaxed ionization energy, symmetric u hole: 419.161 eV
relaxed ionization energy, symmetric mean: 419.217 eV
relaxed ionization energy, localized hole: 409.412 eV
localized ionization energy: 15.04562 hartree
symmetry-restored ionization energy, lower: 409.392 eV
symmetry-restored ionization energy, upper: 409.433 eV
overlap size of the two localized determinants: 1.35e-03
excess of symmetric HF over restored mean: 9.804 eV
self-consistent relaxation, g hole: 7.496 eV
self-consistent relaxation, u hole: 7.512 eV
self-consistent relaxation, symmetric mean: 7.504 eV
self-consistent relaxation, two half charges: 7.503 eV
self-consistent relaxation, localized: 17.308 eV
self-consistent ratio symmetric/localized: 0.4335
quadratic R_LL: 16.315 eV
quadratic R_LR: -0.842 eV
quadratic even part (kept): 7.737 eV
quadratic odd part (lost): 8.579 eV
quadratic ratio symmetric/localized: 0.4742
even part from small self-consistent holes: 7.728 eV
R_LL extrapolated from fractional holes: 16.420 eV
localized hole charge 0.25, relaxation: 1.045 eV
localized hole charge 0.25, relaxation/q^2: 16.725 eV
localized hole charge 0.50, relaxation: 4.258 eV
localized hole charge 0.50, relaxation/q^2: 17.030 eV
localized hole charge 1.00, relaxation: 17.308 eV
localized hole charge 1.00, relaxation/q^2: 17.308 eV
electron shift to ionized atom, dipole/bond length: 0.579 electrons
spin square of localized ion (pure doublet 0.75): 1.1853
neglected scalar relativity, shift of localized value: 0.203 eV
neglected correlation (second order), shift: 1.613 eV
```
